# The Child–Langmuir limit for electron flow in a planar vacuum diode

## 1. One electron in a gap whose cathode field is zero

Two parallel plates face each other in vacuum. The cathode at \(x=0\) has potential \(0\), and the anode at \(x=d\) has potential \(V>0\). Electrons of charge \(-e\) and mass \(m\) leave the cathode at rest and cross in one steady stream. Let \(J>0\) be the magnitude of the current density, and let

\[
F(x)=\frac{d\phi}{dx},
\]

where \(\phi\) is the potential. The electric field is \(-F\) and the force on an electron is \(+eF\), so positive \(F\) pulls electrons towards the anode.

Take first the case in which \(F=0\) at the cathode. Follow an electron that leaves at \(t=0\). Electrons do not overtake one another in a steady forward stream, so the charge between the cathode and our electron is what was emitted after it. Per unit area its magnitude is \(Jt\). Gauss's law gives \(dF/dx=en/\epsilon_0\), where \(n\) is the electron density. The field at the electron is therefore \(F=Jt/\epsilon_0\), and

\[
m\ddot x=\frac{eJt}{\epsilon_0},\qquad
\dot x=\frac{eJt^2}{2m\epsilon_0},\qquad
x=\frac{eJt^3}{6m\epsilon_0}.
\]

Let \(T\) be the transit time and \(v_1\) the speed at the anode. Dividing the last two expressions gives \(\dot x/x=3/t\), so \(v_1=3d/T\). Energy conservation gives \(mv_1^2/2=eV\). Hence

\[
v_1=\sqrt{\frac{2eV}{m}},\qquad T=\frac{3d}{v_1}.
\]

The condition \(x(T)=d\) now fixes the current:

\[
J=\frac{6m\epsilon_0 d}{eT^3}
=\frac{6m\epsilon_0 d}{e}\,\frac{v_1^3}{27d^3}
=\frac{2m\epsilon_0}{9e\,d^2}\,v_1^2\,v_1 .
\]

Replacing \(v_1^2\) by \(2eV/m\) and \(v_1\) by its square root,

\[
\boxed{J_{\rm CL}=\frac{4\epsilon_0}{9}\sqrt{\frac{2e}{m}}\;\frac{V^{3/2}}{d^2}}
\]

This is the Child–Langmuir current density. So far it belongs to one special flow. It becomes a limit once we show that no other steady flow of this kind carries more.

## 2. Where the two powers come from

The charge in the gap, per unit area, is

\[
Q=J_{\rm CL}T=\frac{4\epsilon_0Vv_1}{9d^2}\,\frac{3d}{v_1}
=\frac{4}{3}\,\frac{\epsilon_0V}{d}.
\]

It is 4/3 of the charge \(\epsilon_0V/d\) on the plates of the empty capacitor. This charge is replaced once per transit time. Since \(Q\propto V/d\) and \(T\propto d/\sqrt V\), their quotient varies as \(V^{3/2}/d^2\). One power of \(V\) comes from electrostatics and the remaining half power from the electron speed. Each of the two factors supplies one inverse power of \(d\).

If the mean field \(E=V/d\) is held fixed, substitution of \(V=Ed\) gives

\[
J_{\rm CL}=\frac{4\epsilon_0}{9}\sqrt{\frac{2e}{m}}\;\frac{E^{3/2}}{\sqrt d}.
\]

A shorter gap still helps in that comparison, but only as \(d^{-1/2}\).

## 3. Every other steady flow carries less

Now let the cathode field \(F_0\) be arbitrary. A negative \(F_0\) is excluded: it would push electrons at rest back into the cathode. For \(F_0\ge0\), the same count of charge gives \(F=F_0+Jt/\epsilon_0\). With \(F_1\) the field at the anode,

\[
F_1=F_0+\frac{JT}{\epsilon_0}.
\]

Integrate the acceleration \(eF/m\) once, from rest, and use \(JT/\epsilon_0=F_1-F_0\):

\[
v_1=\frac em\left(F_0T+\frac{JT^2}{2\epsilon_0}\right)
=\frac{eT}{2m}(F_0+F_1).
\]

A second integration gives the distance:

\[
d=\frac em\left(\frac{F_0T^2}{2}+\frac{JT^3}{6\epsilon_0}\right)
=\frac{eT^2}{6m}(F_1+2F_0).
\]

Energy conservation turns the speed into the voltage:

\[
V=\frac{mv_1^2}{2e}=\frac{eT^2}{8m}(F_0+F_1)^2 .
\]

Dividing \(d\) by \(V\) removes \(T\):

\[
\frac dV=\frac{4(F_1+2F_0)}{3(F_0+F_1)^2}.
\]

Let \(r=F_0/F_1\), which lies between 0 and 1 because the field grows towards the anode. Then

\[
F_1=\frac{4V}{3d}\,\frac{1+2r}{(1+r)^2}.
\]

For the current, \(J=\epsilon_0(F_1-F_0)/T\). The voltage equation gives \(1/T=(F_0+F_1)\sqrt{e/(8mV)}\), so

\[
J=\epsilon_0\sqrt{\frac{e}{8mV}}\,F_1^2(1-r^2).
\]

Insert \(F_1\). The numerical factor is \((16/9)\sqrt{1/8}=(4/9)\sqrt2\), which together with the other constants makes \(J_{\rm CL}\). What remains is

\[
\frac{J}{J_{\rm CL}}=\frac{(1+2r)^2(1-r^2)}{(1+r)^4}
=\frac{(1+2r)^2(1-r)}{(1+r)^3}.
\]

Call this ratio \(R\). Its logarithmic derivative is

\[
\frac{d\ln R}{dr}=\frac4{1+2r}-\frac1{1-r}-\frac3{1+r}
=\frac4{1+2r}-\frac{4-2r}{1-r^2}.
\]

Over the common denominator the numerator is

\[
4(1-r^2)-(4-2r)(1+2r)=4-4r^2-4-6r+4r^2=-6r .
\]

Thus

\[
\frac{d\ln R}{dr}=-\frac{6r}{(1+2r)(1-r^2)}\le0 .
\]

The ratio falls from 1 at \(r=0\) to 0 at \(r=1\). At fixed \(V\) and \(d\), the largest steady current is \(J_{\rm CL}\), and it is reached when the cathode field vanishes.

## 4. Reading the curve below the limit

The cathode field in units of the mean field is

\[
f=\frac{F_0d}{V}=\frac43\,\frac{r(1+2r)}{(1+r)^2}.
\]

**Near the limit.** For small \(r\), integrating the logarithmic derivative gives \(R\simeq1-3r^2\), while \(f\simeq4r/3\). Hence

\[
R\simeq1-\frac{27}{16}f^2 .
\]

The current is stationary at zero cathode field, so a small fractional drop in current goes with a much larger value of \(f\): a drop of 1 % already needs \(f\simeq0.08\).

**Half the limiting current.** Put \(r=1/\sqrt3\), so that \(r^2=1/3\). The numerator of \(R\) is \((7/3+4r)(1-r)=1+5r/3\), and the denominator is \((1+r)^3=2+10r/3\). Thus \(R=1/2\). In \(f\), the numerator \(r+2/3\) is half of \((1+r)^2=4/3+2r\), so \(f=2/3\). Half the limiting current lowers the cathode field by one third from its empty-gap value \(V/d\).

**Weak current.** The potential is then nearly \(Vx/d\), the speed is \(v_1\sqrt{x/d}\), and \(en=J/(v_1\sqrt{x/d})\). Integrating Gauss's law twice across the gap gives

\[
F_0=\frac Vd-\frac1{\epsilon_0}\int_0^d en\left(1-\frac xd\right)dx
=\frac Vd-\frac{4Jd}{3\epsilon_0v_1},
\]

because the integral of \((x/d)^{-1/2}(1-x/d)\) is \(d(2-2/3)\). Since \(J_{\rm CL}=4\epsilon_0Vv_1/(9d^2)\), this reads \(f\simeq1-16R/27\). Continued as a straight line, it would reach zero at \(R=27/16\). The true limit is lower: the charge depresses the potential, the electrons move more slowly, and the same current then holds more charge in the gap.

## 5. Potential and density at the limit

For \(F_0=0\), Section 1 gives \(x/d=(t/T)^3\) and \(v/v_1=(t/T)^2\). Since \(\phi/V=(v/v_1)^2\),

\[
\phi=V\left(\frac xd\right)^{4/3},\qquad
F(d)=\frac{4V}{3d},\qquad
en=\frac{J_{\rm CL}}{v_1}\left(\frac xd\right)^{-2/3}.
\]

Poisson's equation, \(\phi''=en/\epsilon_0\), is satisfied. The left side is \((4V/9d^2)(x/d)^{-2/3}\), and equating the coefficients returns \(J_{\rm CL}=4\epsilon_0Vv_1/(9d^2)\).

The density diverges at the cathode because the electrons start at rest. The divergence is integrable, and the charge per area is the finite \(Q\) found above. A real cathode removes the divergence through its thermal speeds, treated in Section 7.

## 6. When the limit sets the current

Let the cathode be able to emit a current density \(J_s\), its supply. If \(J_s<J_{\rm CL}\), a steady flow with \(J=J_s\) exists and has a positive cathode field. The current is then set by the supply. If \(J_s>J_{\rm CL}\), no steady flow from rest can carry all of it, and the excess must return to the cathode. The \(V^{3/2}\) law describes this second regime.

The limit applies to steady flow. A pulse much shorter than \(T\) is a thin sheet next to the cathode. A sheet of charge \(\sigma\) per area leaves a cathode field \(V/d-\sigma/\epsilon_0\), so an empty gap accepts up to \(\sigma=\epsilon_0V/d\). Delivered in a time \(\tau\ll T\), this is a mean current density \(\epsilon_0V/(d\tau)\), far above \(J_{\rm CL}\).

## 7. Electrons that leave with thermal speeds

A hot cathode emits electrons with a spread of speeds. When \(J_s>J\), a potential minimum forms in front of it and turns back the slower ones. Let its depth below the cathode be \(\Delta\). For thermal emission at temperature \(\Theta\), with \(k\) Boltzmann's constant, the fraction that passes is \(J/J_s=e^{-e\Delta/k\Theta}\).

Let \(\eta=s^2\) be the potential above the minimum in units of \(k\Theta/e\), with \(s<0\) on the cathode side and \(s>0\) on the anode side. Phase-space density is constant along each path. On the anode side there are only electrons fast enough to have passed the minimum. On the cathode side there are also those returning. Both cases are covered by

\[
\frac n{n_m}=\frac2{\sqrt\pi}\,e^{s^2}\int_s^\infty e^{-w^2}dw=e^{s^2}\operatorname{erfc}s,
\]

where \(n_m\) is the density at the minimum. Multiply Poisson's equation \(\eta''=e^2n/(\epsilon_0k\Theta)\) by \(2\eta'\) and integrate from the minimum, where \(\eta'=0\). Integration by parts gives

\[
\eta'^2=\frac{h(s)}{L^2},\qquad
h=\int_0^s2u\,e^{u^2}\operatorname{erfc}u\,du
=e^{s^2}\operatorname{erfc}s-1+\frac{2s}{\sqrt\pi},
\]

with \(L^2=\epsilon_0k\Theta/(2e^2n_m)\). The mean forward speed at the minimum is \(\sqrt{2k\Theta/(\pi m)}\), so \(n_m=(J/e)\sqrt{\pi m/(2k\Theta)}\). Since \(d\eta=2s\,ds\), the gap must equal

\[
d=L\int_{-\sqrt{\ln(J_s/J)}}^{\sqrt{eV/k\Theta+\ln(J_s/J)}}\frac{2|s|\,ds}{\sqrt{h(s)}} .
\]

This is one equation for \(J\), solved below by numerical integration and root finding. For \(s\gg1\) the term \(2s/\sqrt\pi\) dominates \(h\), so \(\eta'^2\) is nearly proportional to \(\sqrt\eta\). In the cold profile of Section 5 this proportionality is exact.

## 8. A test diode for a flat LaB\(_6\) emitter

Consider a pulsed planar diode with a broad, flat LaB\(_6\) disc, used to test the material as an emitter for electron-beam writing guns. Let \(V=500\) V, \(d=1.0\) mm, the disc radius be \(a=5.0\) mm and the cathode temperature 1900 K.

The constants combine to \(2.334\ \mu{\rm A\,V^{-3/2}}\), so

\[
J_{\rm CL}=\frac{2.334\times10^{-6}\times500^{3/2}}{(0.10)^2}\ {\rm A/cm^2}
=2.61\ {\rm A/cm^2},
\]

or \(2.61\times10^4\ {\rm A/m^2}\). At half the voltage and the same gap the limit is 0.92 A/cm\(^2\). At twice the gap and the same voltage it is 0.65 A/cm\(^2\).

The anode speed is \(1.33\times10^7\) m/s, and the transit time \(3d/v_1\) is 0.226 ns. A 10 μs pulse of constant voltage therefore gives a steady flow for nearly all its length. The field at the anode is 667 V/mm, against a mean of 500 V/mm. Half-way across, the potential is \(500\times2^{-4/3}=198\) V, where the empty gap would have 250 V. The stored charge is 0.59 nC/cm\(^2\).

For the supply, take a work function of 2.7 eV and a Richardson factor of 30 A cm\(^{-2}\)K\(^{-2}\), both rough typical values. With \(k\Theta=0.1637\) eV,

\[
J_s=30\times1900^2\,e^{-2.7/0.1637}\ {\rm A/cm^2}\simeq7.5\ {\rm A/cm^2}.
\]

This is 2.9 times the limit, so space charge sets the current. At 500 V the diode therefore shows that the supply is sufficient, but does not measure it. That needs a voltage at which the supply sets the current, and there the supply is no longer independent of the field. The cathode field lowers the barrier by \(\sqrt{eF_0/4\pi\epsilon_0}\) volts (the Schottky effect). With the stated values this raises the current above \(J_s\) by about 15 % at 1.2 kV and 30 % at 2 kV, so \(J_s\) must be found by extrapolating to zero field. The margin is modest: a work function higher by one \(k\Theta\) would divide the supply by 2.7. With the stated values, supply and limit become equal at \(500\times2.86^{2/3}\ {\rm V}\simeq1.0\) kV. Above roughly 1 kV the current would no longer follow the \(V^{3/2}\) law.

## 9. What the cold planar model leaves out

Each percentage below is relative to the cold limit of 2.61 A/cm\(^2\), unless stated otherwise.

**Thermal speeds.** The equation of Section 7 gives \(J=2.75\) A/cm\(^2\), an increase of 5.3 %. The potential minimum is 0.16 V deep and lies 3.0 μm from the cathode. Although \(k\Theta\) is tiny beside 500 eV, the correction is several per cent.

**Electrons returned by the anode.** A metal anode scatters part of the incoming electrons back into the gap. They climb towards the cathode, turn round and add space charge. Take their energies spread evenly between 10 % and 100 % of \(eV\), with a cosine distribution of directions, and count one return only. The planar limit then falls by about 2 % for a backscattered fraction of 0.1 and by about 6 % for 0.3. This rough estimate is comparable to the thermal correction and of opposite sign.

**Contact potential.** The voltage across the vacuum differs from the applied one by the difference of the work functions. For a molybdenum anode with a rough value of 4.5 eV, the vacuum voltage is 1.8 V lower, and \(J\) falls by 0.54 %.

**Relativity.** Let \(U=e\phi/mc^2\). The speed is \(c\sqrt{U(U+2)}/(1+U)\), so Poisson's equation becomes

\[
U''=\frac{eJ}{\epsilon_0mc^3}\,\frac{1+U}{\sqrt{U(U+2)}} .
\]

The last fraction is the derivative of \(\sqrt{U(U+2)}\) with respect to \(U\). For zero cathode field, multiplying by \(2U'\) and integrating twice gives

\[
J=\frac{\epsilon_0mc^3}{2ed^2}\left[\int_0^{U_1}\frac{dU}{[U(U+2)]^{1/4}}\right]^2,
\qquad U_1=\frac{eV}{mc^2}.
\]

For small \(U\) the integrand is \(2^{-1/4}U^{-1/4}(1-U/8)\), and the integral is \(2^{-1/4}\tfrac43U_1^{3/4}(1-3U_1/56)\). Squaring gives the nonrelativistic law times \(1-3U_1/28\). The change is −0.01 % at 500 V. At 50 kV, a typical writing voltage, numerical integration gives −1.0 % relative to the nonrelativistic limit at that voltage.

**The edge of the disc.** Let the plates be wide, but let the charge fill only \(\rho<a\), where \(\rho\) is the distance from the axis. Consider the part of the charge that varies as \(\sin(\pi x/d)\), and put \(q=\pi/d\). Let \(u(\rho)\) be its potential relative to that of an infinitely wide stream. Then

\[
u''+\frac{u'}{\rho}-q^2u=\begin{cases}-q^2&\rho<a\\0&\rho>a\end{cases}
\]

The solution is \(u=1-A\,I_0(q\rho)\) inside and \(B\,K_0(q\rho)\) outside, with modified Bessel functions. Matching value and slope at \(a\), and using \(I_0K_1+I_1K_0=1/(qa)\) there, gives \(A=qa\,K_1(qa)\). This is the fraction of the space-charge field lost on the axis. Its average over the disc is \(2I_1(qa)K_1(qa)\), which tends to \(1/(qa)=d/(\pi a)\) for a wide disc. Here the loss is below \(10^{-4}\) % on the axis and 6.4 % on average. These are percentages of this mode's field, not of the current. For the charge profile of Section 5 this mode supplies about one third of the space-charge field at the cathode, and the average loss of that field summed over all modes is about 2.8 %. Parts of the charge that vary as \(\sin(n\pi x/d)\) with \(n>1\) have a larger \(q=n\pi/d\), and both loss formulas then give smaller fractions. The figures show that the field near the axis is almost planar and that the loss is concentrated near the edge. They do not give the change in the total current.

**Magnetic field, gas and heat.** The stream's own magnetic field at its edge, \(\mu_0Ja/2\), is 82 μT. The gap is \(1.1\times10^{-3}\) of the orbit radius of a 500 eV electron in that field, so the bending is slight. For gas at \(10^{-7}\) Torr and 300 K, with a rough ionization cross-section of \(10^{-16}\) cm\(^2\), multiply the ionization probability per crossing by \(\sqrt{M/m}\), with \(M\) the mass of N\(_2\), to allow for the slower ions. This crude estimate puts the ion charge below \(10^{-5}\) of the electron charge. The anode receives \(2.61\times500\simeq1300\) W/cm\(^2\), or 13 mJ/cm\(^2\) in each 10 μs pulse. Long pauses between pulses keep the beam's average heat load low, but they do not remove the heat radiated by the cathode. With rough emissivities of 0.7–0.8 for the cathode and 0.15–0.3 for the anode, a 1900 K disc facing the anode delivers about 10–20 W/cm\(^2\) continuously. This equals the beam heating at a duty of about 1 %.

## 10. From the test diode to a writing gun

The voltage, gap and temperature suit a test diode, but the disc is far wider than the emitting area of a usual LaB\(_6\) writing gun, which is well below a millimetre across. The planar disc current, 2.0 A, is likewise far above a writing beam's current. One assumption that such a gun breaks is planarity. Another may fail too: at tens of kilovolts the cathode supply, rather than space charge, can set the current. When \(a\ll d\), the average loss \(2I_1K_1\) tends to 1: nearly all of this mode's space-charge field is missing. The planar prefactor is then wrong by a large amount, not by a few per cent, and the gun's own electrode shape must be solved.

The voltage power is more robust than the prefactor. Keep the electrode shape and emitting area fixed, and let the flow be cold, nonrelativistic, free of applied magnetic fields and limited by space charge at one voltage. Multiply all potentials by \(\lambda\). Paths from rest keep their shape and speeds grow by \(\sqrt\lambda\). Poisson's equation requires densities to grow by \(\lambda\), so the current grows by \(\lambda^{3/2}\). This scaling requires every electrode voltage, including that of a control electrode, to change in the same proportion. It also requires the cathode supply to remain above the local current density wherever space charge is taken to limit the emission.

All numerical values are calculated from the stated model.
